# Blocked-Diffusion Impedance of a Planar Electrode and Its Two Limits: a numerical check

```python
"""
Blocked-diffusion impedance of a planar insertion electrode.
Result under test:  Z = R_D coth(z)/z,  z = sqrt(i omega tau),
    tau = L^2/D,  R_D = L |dE/dc| / (F D),  C = tau/R_D = F L/|dE/dc|.
High frequency: Z -> R_D (1-i)/sqrt(2 omega tau), a 45-degree line.
Low frequency:  Z -> R_D/3 + 1/(i omega C), a resistor and a capacitor.
L: film thickness, D: chemical diffusion coefficient, c: ion concentration,
E(c): equilibrium potential, F: Faraday constant, omega: angular frequency.
Extraction current is positive; time factor exp(+i omega t).
Units inside the program: cm, s, mol, V, A, so Z is in ohm cm^2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

F = constants.e * constants.N_A
kB_eV = constants.k / constants.e

# Rough values in the regime of a lithium cobalt oxide thin film
L = 300e-7                 # cm
D = 1e-10                  # cm^2/s
site_density = 0.051       # mol/cm^3
slope = -1.0               # V per unit lithium fraction
R_ct = 20.0                # ohm cm^2, charge transfer
C_dl = 20e-6               # F/cm^2, double layer
dEdc = slope / site_density

tau = L**2 / D
R_D = L * abs(dEdc) / (F * D)
C = F * L / abs(dEdc)
sigma_W = R_D / np.sqrt(2 * tau)


def impedance(omega, thickness=L):
    """Derived closed form."""
    q = np.sqrt(1j * omega / D)
    return abs(dEdc) / (F * D * q * np.tanh(q * thickness))


def finite_volume(omega, thickness=L, back="blocked", cells=2000):
    """Solve the linear diffusion equation on cells for unit current."""
    h = thickness / cells
    g = D / h
    diagonal = np.full(cells, 1j * omega * h + 2 * g)
    diagonal[0] -= g
    diagonal[-1] += -g if back == "blocked" else g
    bands = np.zeros((3, cells), dtype=complex)
    bands[0, 1:] = -g
    bands[1] = diagonal
    bands[2, :-1] = -g
    source = np.zeros(cells, dtype=complex)
    source[0] = -1 / F
    conc = solve_banded((1, 1), bands, source)
    surface = conc[0] - 0.5 * h / (F * D)
    return dEdc * surface, conc


def phase_deg(Z):
    return -np.degrees(np.angle(Z))


# Closed form against the discretised diffusion equation
worst = 0.0
for w in (0.02, 0.3, 1.0, 5.0, 10.0, 100.0, 1000.0):
    numeric = finite_volume(w / tau)[0]
    worst = max(worst, abs(numeric / impedance(w / tau) - 1))
assert worst < 3e-4

# Concentration profile
omega = 10 / tau
profile = finite_volume(omega)[1]
x = (np.arange(profile.size) + 0.5) * L / profile.size
q = np.sqrt(1j * omega / D)
formula = -np.cosh(q * (L - x)) / (F * D * q * np.sinh(q * L))
assert np.max(abs(profile - formula)) < 1e-4 * np.max(abs(formula))

# Separated real and imaginary parts, and the phase law
for w in (0.5, 2.0, 5.0, 8.0, 20.0):
    s = np.sqrt(2 * w)
    numeric = finite_volume(w / tau)[0]
    parts = (np.sinh(s) - np.sin(s)) - 1j * (np.sinh(s) + np.sin(s))
    parts /= s * (np.cosh(s) - np.cos(s))
    assert abs(numeric / R_D - parts) < 1e-5
    law = 45 + np.degrees(np.arctan(np.sin(s) / np.sinh(s)))
    assert abs(phase_deg(numeric) - law) < 1e-3

# First crossing of 45 degrees and the dip below it
crossing = brentq(
    lambda w: phase_deg(finite_volume(w / tau)[0]) - 45, 3, 7)
assert abs(crossing - np.pi**2 / 2) < 1e-2
dip = minimize_scalar(lambda w: phase_deg(finite_volume(w / tau)[0]),
                      bounds=(5, 15), method="bounded",
                      options={"xatol": 1e-4})
s_dip = brentq(lambda s: np.tan(s) - np.tanh(s), 3.5, 4.5)
assert abs(dip.x - s_dip**2 / 2) < 0.03

# High-frequency limit and its exponentially small correction
w = 20.0
warburg = R_D * (1 - 1j) / np.sqrt(2 * w)
deviation = abs(finite_volume(w / tau)[0] / warburg - 1)
assert abs(deviation / (2 * np.exp(-np.sqrt(2 * w))) - 1) < 0.01

# Low-frequency limit with its first corrections
w = 0.2
reduced = finite_volume(w / tau)[0] / R_D
assert abs((1 / 3 - reduced.real) / (2 * w**2 / 945) - 1) < 0.02
assert abs((-reduced.imag - 1 / w) / (w / 45) - 1) < 0.01

# The back face matters only at low frequency
high = finite_volume(1000 / tau)[0]
assert abs(finite_volume(1000 / tau, back="open")[0] / high - 1) < 1e-6
thicker = finite_volume(1000 / tau, 2 * L, cells=4000)[0]
assert abs(thicker / high - 1) < 1e-6
open_low = finite_volume(0.01 / tau, back="open")[0]
assert abs(open_low / R_D - 1) < 5e-3


def transient(w, drive, times, dlnD=0.0, curvature=0.0, cells=80):
    """Potential change in V; time in units of tau, position in units of L.
    drive: current in units of F*site_density*D/L; w = omega*tau.
    dlnD: relative change of D per unit lithium fraction."""
    h = 1 / cells

    def rate(t, y):
        flow = np.zeros(cells + 1)
        flow[0] = drive * np.cos(w * t)
        mobility = 1 + dlnD * (y[1:] + y[:-1]) / 2
        flow[1:-1] = mobility * np.diff(y) / h
        return np.diff(flow) / h

    sol = solve_ivp(rate, (0, times[-1]), np.zeros(cells), method="LSODA",
                    t_eval=times, lband=1, uband=1, rtol=1e-8, atol=1e-12)
    assert sol.success
    y0 = sol.y[0]
    surface = y0 - 0.5 * h * drive * np.cos(w * times) / (1 + dlnD * y0)
    return slope * surface + 0.5 * curvature * surface**2


# Constant current: capacitor charging plus one third of R_D
drive = 0.01
late = np.array([1.0, 1.5])
charging = transient(0.0, drive, late) / (drive * abs(slope))
assert np.max(abs(charging - late - 1 / 3)) < 1e-3

# Sinusoidal current in the time domain, linear and nonlinear
w_test = 3.0
signal = 5e-3
drive = signal / (abs(slope) * abs(impedance(w_test / tau)) / R_D)
times = 2 * np.pi / w_test * (2 + np.arange(64) / 64)


def harmonic(E, n):
    return 2 * np.mean(E * np.exp(-1j * n * w_test * times))


linear = harmonic(transient(w_test, drive, times), 1)
linear /= drive * abs(slope)
assert abs(linear / (impedance(w_test / tau) / R_D) - 1) < 2e-3

dlnD, curvature = 5.0, 3.0
distortion = []
for factor in (1, 2):
    E = transient(w_test, factor * drive, times, dlnD, curvature)
    distortion.append(abs(harmonic(E, 2) / harmonic(E, 1)))
assert abs(distortion[1] / distortion[0] - 2) < 0.06

# Recover D from numerical impedances by two routes
omega_low, omega_high = 2 * np.pi * 1e-3, 2 * np.pi * 1.0
Z_low = finite_volume(omega_low)[0]
Z_high = finite_volume(omega_high)[0]
C_found = -1 / (omega_low * Z_low.imag)
D_low = L**2 / (3 * Z_low.real * C_found)
sigma_found = Z_high.real * np.sqrt(omega_high)
D_high = L**2 / (2 * sigma_found**2 * C_found**2)
assert abs(D_low / D - 1) < 1e-3 and abs(D_high / D - 1) < 1e-3


# Charge transfer and double layer around the diffusion element
def electrode(f):
    om = 2 * np.pi * f
    return 1 / (1j * om * C_dl + 1 / (R_ct + impedance(om)))


def tangent_deg(f):
    """Slope angle of the Nyquist curve, followed to lower frequency."""
    step = electrode(f * (1 - 1e-4)) - electrode(f * (1 + 1e-4))
    return np.degrees(np.angle(np.conj(step)))


assert abs(tangent_deg(1.0) - 45) < 3
f_upper = brentq(lambda f: tangent_deg(f) - 40, 1, 10)

# Patches of different thickness in parallel
spread = 0.10
nodes, weights = np.polynomial.hermite_e.hermegauss(9)
weights = weights / weights.sum()
admittance = sum(p / impedance(omega_low, L * (1 + spread * n))
                 for n, p in zip(nodes, weights))
spread_factor = (1 / admittance).real / impedance(omega_low).real
assert abs(spread_factor - (1 + 3 * spread**2)) < 2e-3

tilt = 30.0
tilt_factor = 1 / np.cos(np.radians(tilt))**2
E_act, T1, T2 = 0.3, 298.0, 308.0
heat_factor = np.exp(E_act / kB_eV * (1 / T1 - 1 / T2))
sigma_film = 1.0           # S/cm, rough electronic conductivity

print("INPUTS (rough, lithium cobalt oxide regime)")
print(f"thickness L = {L*1e7:.0f} nm")
print(f"diffusion coefficient D = {D:.1e} cm2/s")
print(f"site density = {site_density:.3f} mol/cm3")
print(f"potential slope = {slope:.1f} V per unit lithium fraction")
print(f"Faraday constant = {F:.1f} C/mol")
print(f"dE/dc = {dEdc:.2f} V cm3/mol")
print("RESULTS")
print(f"diffusion time tau = {tau:.2f} s")
print(f"R_D = {R_D:.2f} ohm cm2, R_D/3 = {R_D/3:.2f} ohm cm2")
print(f"insertion capacitance C = {C*1e3:.1f} mF/cm2")
print(f"Warburg coefficient = {sigma_W:.2f} ohm cm2 s^-1/2")
print(f"frequency at omega tau = 1: {1e3/(2*np.pi*tau):.2f} mHz")
print(f"first 45-degree crossing: omega tau = {crossing:.3f}")
print(f"frequency of that crossing = {1e3*crossing/(2*np.pi*tau):.1f} mHz")
print(f"phase dip: {dip.fun:.2f} deg at omega tau = {dip.x:.2f}")
print(f"deviation from 45-degree law at omega tau 20: {100*deviation:.3f} %")
print("Diffusion element: f (Hz), Re Z, -Im Z (ohm cm2), -phase (deg)")
for f in (0.001, 0.01, 0.1, 1.0, 10.0):
    Z = impedance(2 * np.pi * f)
    print(f"  {f:6.3f} {Z.real:9.3f} {-Z.imag:10.3f} {phase_deg(Z):7.2f}")
print(f"D recovered, low-frequency route = {D_low:.4e} cm2/s")
print(f"D recovered, Warburg route = {D_high:.4e} cm2/s")
print(f"largest relative error, formula vs cells = {worst:.1e}")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"charge transfer {R_ct:.0f} ohm cm2, double layer "
      f"{C_dl*1e6:.0f} uF/cm2")
print(f"double layer / insertion capacitance = {C_dl/C:.2e}")
print("Full electrode: f (Hz), Nyquist slope angle (deg), -phase (deg)")
for f in (0.1, 1.0, 10.0, 100.0):
    print(f"  {f:6.1f} {tangent_deg(f):8.2f} {phase_deg(electrode(f)):8.2f}")
print(f"slope angle falls to 40 deg at {f_upper:.2f} Hz")
print(f"signal {signal*1e3:.0f} mV at omega tau = {w_test:.0f}, with")
print(f"  dlnD/dx = {dlnD:.0f}, d2E/dx2 = {curvature:.0f} V:")
print(f"  second harmonic / fundamental = {100*distortion[0]:.2f} %")
print(f"film resistance at {sigma_film:.0f} S/cm = "
      f"{L/sigma_film:.1e} ohm cm2")
print(f"thickness spread {100*spread:.0f} %: low-frequency resistance "
      f"x {spread_factor:.3f}")
print(f"layers tilted {tilt:.0f} deg from normal: tau x {tilt_factor:.2f}")
print(f"{T1:.0f} to {T2:.0f} K, barrier {E_act:.1f} eV: "
      f"D x {heat_factor:.2f}")
print("every check passed")
```

Output:

```
INPUTS (rough, lithium cobalt oxide regime)
thickness L = 300 nm
diffusion coefficient D = 1.0e-10 cm2/s
site density = 0.051 mol/cm3
potential slope = -1.0 V per unit lithium fraction
Faraday constant = 96485.3 C/mol
dE/dc = -19.61 V cm3/mol
RESULTS
diffusion time tau = 9.00 s
R_D = 60.97 ohm cm2, R_D/3 = 20.32 ohm cm2
insertion capacitance C = 147.6 mF/cm2
Warburg coefficient = 14.37 ohm cm2 s^-1/2
frequency at omega tau = 1: 17.68 mHz
first 45-degree crossing: omega tau = 4.935
frequency of that crossing = 87.3 mHz
phase dip: 43.40 deg at omega tau = 7.71
deviation from 45-degree law at omega tau 20: 0.359 %
Diffusion element: f (Hz), Re Z, -Im Z (ohm cm2), -phase (deg)
   0.001    20.322   1078.197   88.92
   0.010    20.281    108.576   79.42
   0.100    17.200     16.684   44.13
   1.000     5.733      5.732   45.00
  10.000     1.813      1.813   45.00
D recovered, low-frequency route = 1.0001e-10 cm2/s
D recovered, Warburg route = 1.0001e-10 cm2/s
largest relative error, formula vs cells = 3.1e-05
NEGLECTED EFFECTS (rough inputs)
charge transfer 20 ohm cm2, double layer 20 uF/cm2
double layer / insertion capacitance = 1.35e-04
Full electrode: f (Hz), Nyquist slope angle (deg), -phase (deg)
     0.1    57.77    24.18
     1.0    44.18    12.74
    10.0    20.40     6.32
   100.0   -54.59    15.99
slope angle falls to 40 deg at 3.70 Hz
signal 5 mV at omega tau = 3, with
  dlnD/dx = 5, d2E/dx2 = 3 V:
  second harmonic / fundamental = 0.85 %
film resistance at 1 S/cm = 3.0e-05 ohm cm2
thickness spread 10 %: low-frequency resistance x 1.030
layers tilted 30 deg from normal: tau x 1.33
298 to 308 K, barrier 0.3 eV: D x 1.46
every check passed
```
